# Contact resistivity of a Schottky junction from thermionic to field emission

A metal lies at $x<0$ and a uniformly doped n-type semiconductor at $x>0$. The semiconductor has $N$ ionized donors per volume and permittivity $\varepsilon$. An electron at the metal's Fermi level must gain the energy $\phi$ to pass over the barrier. Contact resistivity is defined at zero bias, $\rho=(dJ/dV)^{-1}_{V=0}$, with $J$ the current density. The problem is to find how $\rho$ depends on doping, barrier and temperature.

Energies $E$ are measured from the conduction band edge in the bulk, where the Fermi level is $\zeta$ (negative in a non-degenerate semiconductor). The band edge at the metal therefore lies at $E_b=\phi+\zeta$. The charge $q$ is positive, and $m$ is the effective mass along $x$.

## (a) Find the barrier shape and its natural energy

*Assume that no mobile electrons remain in a layer of width $w$, and neglect the image force.*

**Solution.** The electrostatic potential has second derivative $-qN/\varepsilon$. An electron's energy is $-q$ times the potential, so the band edge $U(x)$ obeys $U''=q^2N/\varepsilon$. At $x=w$ both $U$ and the field vanish, hence

$$U=\frac{q^2N}{2\varepsilon}(w-x)^2=E_b\left(1-\frac{x}{w}\right)^2,\qquad w^2=\frac{2\varepsilon E_b}{q^2N}.$$

This is half of a harmonic well with $m\omega^2=U''$, so $\omega^2=q^2N/(m\varepsilon)$. Define

$$E_{00}=\frac{\hbar\omega}{2}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} .$$

It contains the doping and the mass, but neither the barrier height nor the temperature.

## (b) Find the tunnelling exponent

*Use the WKB approximation: the transmission is $e^{-G(E)}$ below the barrier top and 1 above it.*

**Solution.** The amplitude decays at the rate $\sqrt{2m(U-E)}/\hbar$, and the probability at twice that rate. With $u=1-x/w$,

$$G=\frac{2w\sqrt{2m}}{\hbar}\int_{u_0}^{1}\sqrt{E_bu^2-E}\;du,\qquad u_0=\sqrt{E/E_b}.$$

Inserting $w$, the prefactor is $(4/q\hbar)\sqrt{m\varepsilon/N}\,\sqrt{E_b}=2\sqrt{E_b}/E_{00}$. Now put $u=u_0\cosh t$. The root becomes $\sqrt E\sinh t$ and $du=u_0\sinh t\,dt$. The upper limit is $\lambda$, with $\cosh\lambda=\sqrt{E_b/E}$, so

$$G=\frac{2E}{E_{00}}\int_0^\lambda\sinh^2t\,dt=\frac{E}{E_{00}}(\sinh\lambda\cosh\lambda-\lambda).$$

Since $\sinh\lambda=\sqrt{(E_b-E)/E}$,

$$G(E)=\frac{\sqrt{E_b(E_b-E)}-E\lambda(E)}{E_{00}},\qquad \lambda(E)=\operatorname{arccosh}\sqrt{E_b/E}.$$

At the band edge $G(0)=E_b/E_{00}$.

The derivatives are needed below. Writing $E=E_b\,\mathrm{sech}^2\lambda$ gives $G=(E_b/E_{00})(\tanh\lambda-\lambda\,\mathrm{sech}^2\lambda)$. Then

$$\frac{dG}{d\lambda}=\frac{2E_b}{E_{00}}\lambda\,\mathrm{sech}^2\lambda\tanh\lambda,\qquad \frac{dE}{d\lambda}=-2E_b\,\mathrm{sech}^2\lambda\tanh\lambda .$$

Dividing, and then differentiating once more with $d\lambda/dE=-1/(2E\tanh\lambda)$,

$$G'(E)=-\frac{\lambda}{E_{00}},\qquad G''(E)=\frac{1}{2E\,E_{00}\tanh\lambda}>0 .$$

## (c) Express the contact resistivity as one integral

*Assume parabolic ellipsoidal valleys with axes along $x,y,z$, conserved transverse momentum, and available metal states for every tunnelling electron.*

**Solution.** Let forward bias $V$ lower the metal's Fermi level by $qV$ relative to the semiconductor's. With $f$ the Fermi function centred on $\zeta$, the metal occupation is $f(E_{\rm tot}+qV)$. One valley with two spins carries

$$J=\frac{2q}{(2\pi)^3}\int dk_y\,dk_z\int_0^\infty\frac{dE}{\hbar}\,e^{-G}\left[f(E+E_\perp)-f(E+E_\perp+qV)\right],$$

because $v_x\,dk_x=dE/\hbar$. The barrier also changes with bias, but the derivative of $e^{-G}$ multiplies a bracket that vanishes at $V=0$. What remains is $q\,e^{-G}(-f')$.

The ellipse of transverse energy $E_\perp$ has area $2\pi\sqrt{m_ym_z}\,E_\perp/\hbar^2$ in $k$ space. Thus $dk_y\,dk_z$ becomes $2\pi\sqrt{m_ym_z}\,dE_\perp/\hbar^2$, and $\int_0^\infty(-f')\,dE_\perp=f(E)$. Summing over equivalent valleys,

$$\frac1\rho=g\,I,\qquad g=\frac{q^2m_R}{2\pi^2\hbar^3},\qquad I=\int_0^\infty e^{-G(E)}f(E)\,dE,$$

with $m_R=\sum\sqrt{m_ym_z}$. The regimes differ in which energies dominate $I$.

## (d) Treat $E_{00}\ll kT$

**Solution.** If tunnelling is negligible, $I$ starts at $E_b$. For $\phi\gg kT$ the occupation there is $e^{-(E-\zeta)/kT}$, so

$$I=kT\,e^{-\phi/kT},\qquad \rho=\frac{e^{\phi/kT}}{g\,kT}.$$

This is thermionic emission, and doping has dropped out.

To see how small $E_{00}$ must be, look at energies $\delta=E_b-E$ just below the top. There $\lambda^2\approx\delta/E_b$, and expanding the hyperbolic functions gives $\tanh\lambda-\lambda\,\mathrm{sech}^2\lambda\approx\frac23\lambda^3$. Therefore

$$G\approx\left(\frac{\delta}{\delta_0}\right)^{3/2},\qquad \delta_0=\left(\tfrac32E_{00}\sqrt{E_b}\right)^{2/3}.$$

For $\delta_0\ll kT$ the occupation hardly changes over this layer. Since $\int_0^\infty e^{-(\delta/\delta_0)^{3/2}}d\delta=\Gamma(5/3)\,\delta_0$, tunnelling raises $I$ in the WKB model by the relative amount $\Gamma(5/3)\,\delta_0/kT$. This falls only as $N^{1/3}$ at fixed $E_b$, so the model approaches its thermionic limit slowly. The layer has $G\lesssim1$, where WKB is not accurate, so the coefficient should not be trusted for a real barrier.

## (e) Treat $E_{00}\sim kT$

**Solution.** Above the Fermi level the occupation falls with energy while the transmission rises. With the Boltzmann tail, the exponent $-G-(E-\zeta)/kT$ is stationary where $-G'=1/kT$, that is, $\lambda=E_{00}/kT\equiv s$. The maximum is at

$$E_m=\frac{E_b}{\cosh^2s}.$$

There $G=(E_b\tanh s-E_ms)/E_{00}$. Because $s/E_{00}=1/kT$, the terms in $E_m$ cancel:

$$G(E_m)+\frac{E_m-\zeta}{kT}=\frac{E_b}{E_0}-\frac{\zeta}{kT},\qquad E_0=E_{00}\coth s .$$

Around the maximum the integrand is a Gaussian of standard deviation $\Delta=1/\sqrt{G''}=\sqrt{2E_mE_{00}\tanh s}$. Its area supplies the factor $\sqrt{2\pi}\,\Delta$:

$$I\approx\frac{\sqrt{4\pi E_bE_{00}\tanh s}}{\cosh s}\;e^{-E_b/E_0+\zeta/kT}.$$

This is thermionic-field emission. It requires $E_m$ to lie several $kT$ and several $\Delta$ above $\zeta$, and several $\Delta$ from both the band edge and the barrier top. For $E_b=0.6$ eV, $E_{00}=kT=1$ meV and $\zeta=-20$ meV, a case well inside these conditions, the formula agrees with the full integral within 1%.

For $s\to0$, $E_0\to kT$ and the exponent becomes $\phi/kT$. For large $s$, $E_0\to E_{00}$, but $E_m$ then sinks towards the band edge and the formula fails.

## (f) Treat a degenerate semiconductor with strong tunnelling

**Solution.** When $\zeta>0$ and the maximum of (e) would fall below $\zeta$, the Boltzmann tail no longer applies and electrons near the Fermi level dominate. Put $y=E-\zeta$ and linearize:

$$G\approx G(\zeta)-cy,\qquad c=\frac{\lambda(\zeta)}{E_{00}} .$$

Start with the integral over all $y$. With $t=y/kT$ and $a=ckT$ it is $kT\,K$, where $K=\int_{-\infty}^{\infty}e^{at}/(1+e^t)\,dt$ converges for $0<a<1$. Shifting the path by $2\pi i$ multiplies the integrand by $e^{2\pi ia}$. The enclosed pole at $t=i\pi$ has residue $-e^{i\pi a}$, so

$$(1-e^{2\pi ia})K=-2\pi i\,e^{i\pi a}\quad\Rightarrow\quad K=\frac{\pi}{\sin\pi a}.$$

There are no states below $y=-\zeta$. Taking $f=1$ there, the surplus is $e^{-c\zeta}/c$. Hence

$$I\approx e^{-G(\zeta)}\left[\frac{\pi kT}{\sin(\pi ckT)}-\frac{e^{-c\zeta}}{c}\right].$$

This is field emission. The condition $ckT<1$ reads

$$\frac{E_{00}}{kT}>\operatorname{arccosh}\sqrt{\frac{E_b}{\zeta}} ,$$

so the boundary is not simply $E_{00}=kT$. The curvature $G''$ must also be small over the energies that contribute. For $E_{00}=2$ meV, $kT=0.8$ meV, $E_b=0.8$ eV and $\zeta=0.2$ eV, the formula and the full integral agree within 1%.

## (g) Find the scaling with barrier and doping

*In field emission, find the leading form of $\ln\rho$ for $\zeta\ll\phi$, and the corrections to it.*

**Solution.** At the Fermi level $E_b-\zeta=\phi$. To first order in $\zeta/\phi$, apart from the logarithm, $\sqrt{\phi(\phi+\zeta)}\approx\phi+\zeta/2$ and $\lambda(\zeta)\approx\ln(2\sqrt{\phi/\zeta})=\frac12L$, with $L=\ln(4\phi/\zeta)$. Thus

$$G(\zeta)\approx\frac{1}{E_{00}}\left[\phi-\frac{\zeta}{2}(L-1)\right].$$

The leading term gives the law

$$\rho\propto e^{\phi/E_{00}}=\exp\left(\frac{2\phi}{q\hbar}\sqrt{\frac{m\varepsilon}{N}}\right).$$

At fixed $\phi$, $m$ and $\varepsilon$, the resistivity is exponential in $N^{-1/2}$. This is a leading-order statement about the exponent, and two corrections also depend on doping.

The first is the Fermi energy. Let $X=\phi/E_{00}\propto N^{-1/2}$. In a strongly degenerate band $\zeta\propto N^{2/3}\propto X^{-4/3}$. Then $d(\zeta X)/dX=-\zeta/3$ and $dL/dX=4/(3X)$, so

$$\frac{dG(\zeta)}{dX}\approx1+\frac{\zeta}{6\phi}(L-1)-\frac{2\zeta}{3\phi}=1+\frac{\zeta}{6\phi}(L-5).$$

The Fermi energy lowers the exponent but barely alters its slope.

The second is the prefactor. At zero temperature the bracket in (f) becomes $(1-e^{-c\zeta})/c$, which varies roughly as a power of the doping. A power of $X$ in $\rho$ adds a term of order $1/X$ to the slope of $\ln\rho$. The full zero-temperature integral, with the silicon parameters of (h), gives slopes of 1.028 at $10^{18}$ and 1.009 at $10^{17}\ \mathrm{cm^{-3}}$. Here $X$ is $600/12.45=48$ and $600/3.94=152$, so the excess over 1 is about $1.4/X$ in both cases. These two are mathematical limits with all donors assumed ionized; carrier freeze-out is left out.

The barrier dependence at fixed doping follows from differentiating $G$ with respect to $E_b$. Since $\partial\lambda/\partial E_b=1/[2\sqrt{E_b(E_b-E)}]$,

$$\frac{\partial G}{\partial E_b}=\frac{1}{E_{00}}\,\frac{2E_b-E-E}{2\sqrt{E_b(E_b-E)}}=\frac{1}{E_{00}}\sqrt{1-\frac{E}{E_b}} .$$

At $E=\zeta$ the rate is $\sqrt{\phi/E_b}/E_{00}$, slightly below $1/E_{00}$.

## (h) Apply the results to a silicide on n-type silicon

*Take (001) silicon at 300 K with rough typical values: $\phi=0.60$ eV, relative permittivity 11.7, longitudinal mass $0.98\,m_0$ and transverse mass $0.19\,m_0$. Consider four donor densities.*

**Solution.** Four of the six valleys have the light mass along the current. For them $m=0.19\,m_0$ and $m_R=4\sqrt{0.98\times0.19}\,m_0=1.726\,m_0$, which gives $g=2.79\times10^{10}\ \mathrm{S\,cm^{-2}\,eV^{-1}}$. All six valleys determine $\zeta$. Only the four light valleys are counted in the conductance. The last two columns give the mean of $E-\zeta$, weighted by the integrand of $I$, and the resistivity from the full integral. Here $E$ is the energy of motion along $x$ and leaves out the transverse energy. The table describes the WKB model without image force. At the three lower densities the image force alone would reduce $\rho$ by a factor of roughly 2 to 3, so these entries compare regimes and do not predict real contacts.

| $N$ (cm⁻³) | $E_{00}/kT$ | mean (meV) | $\rho$ (Ω cm²) |
|---|---|---|---|
| $10^{17}$ | 0.152 | 591 | 5.6 |
| $10^{18}$ | 0.482 | 491 | 0.64 |
| $10^{19}$ | 1.52 | 161 | $2.8\times10^{-4}$ |
| $10^{20}$ | 4.82 | 8 | $3.9\times10^{-8}$ |

The energy $E$ at which most of the conduction takes place moves from near the barrier top down to the Fermi level.

**At $10^{17}\ \mathrm{cm^{-3}}$** the thermionic formula gives 16.6 Ω cm², three times the full result, although $E_{00}/kT$ is only 0.15. With $E_b=0.454$ eV, part (d) gives $\delta_0=25$ meV, practically equal to $kT$. In the WKB model, tunnelling just below the top is therefore not a small correction. Its size is uncertain, because $G$ is of order 1 or less there and WKB is then inaccurate. Solving the wave equation with the model metal of (i) doubles the resistivity at this doping, to about 11 Ω cm². The thermionic-field formula gives 6.5 Ω cm², but its Gaussian is centred 10 meV below the top with $\Delta=23$ meV. Its conditions are violated, and they cannot justify this agreement.

**At $10^{18}$ and $10^{19}\ \mathrm{cm^{-3}}$** the thermionic-field formula gives 0.62 and $2.5\times10^{-4}$ Ω cm², which is 3% and 9% below the full integral. In the first case the barrier top is only $1.5\,\Delta$ above $E_m$, so the conditions of (e) are not well met and do not guarantee such close agreement. In the second case $E_m=100$ meV and $\Delta=85$ meV, so the Gaussian extends below the band edge, where there are no states. That error lowers the predicted resistivity.

**At $10^{20}\ \mathrm{cm^{-3}}$** $\zeta=63.4$ meV, and field emission requires $E_{00}/kT>1.84$, which holds. With $G(\zeta)=4.128$ and $ckT=0.382$, $c=14.8\ \mathrm{eV^{-1}}$. The bracket in (f) is $0.0871-0.0265=0.0606$ eV, so

$$I=e^{-4.128}\times0.0606\ \mathrm{eV}=9.8\times10^{-4}\ \mathrm{eV},\qquad \rho=\frac{1}{gI}=3.7\times10^{-8}\ \Omega\,\mathrm{cm^2}.$$

This is 6% below the full integral. Because $G''>0$, the tangent lies below $G$ and the linearized transmission is too large, which has the right sign.

The leading exponent is $\phi/E_{00}=4.818$. The Fermi energy reduces it by 0.69, a factor of 2 in $\rho$. At 300 K the slope of $\ln\rho$ against $\phi/E_{00}$ is 1.14. The estimate in (g) gives 0.98 for the exponent alone. It is rough because $\zeta/kT$ is only 2.5, so $\zeta$ rises with doping faster than $N^{2/3}$; with the actual $\zeta(N)$ the slope of $G(\zeta)$ is 1.02. The prefactor supplies the remaining 0.12, most of the excess. Doubling the doping to $2\times10^{20}\ \mathrm{cm^{-3}}$, with $\phi$ and temperature fixed, lowers $\rho$ by a factor of 5.5, where the leading law predicts 4.1.

Temperature separates the regimes clearly. Between 300 and 400 K, at fixed $\phi$, the resistivity falls to 0.33% of its value at $10^{17}\ \mathrm{cm^{-3}}$, but only to 86% at $10^{20}\ \mathrm{cm^{-3}}$.

## (i) Judge the model at the highest doping

*Which neglected effects matter at $10^{20}\ \mathrm{cm^{-3}}$, and how does the result compare with real contacts?*

**Solution.** Each effect below was added alone to the model at 300 K. The number is the factor by which it multiplies $\rho$.

- Image force, which lowers and thins the barrier: 0.48.
- Two-band dispersion, which slows the decay under the barrier: about 0.85 with a gap of 4 eV, roughly the distance from the light valleys down to the valence states of the same transverse momentum. Using silicon's 1.12 eV gap instead would give 0.52, but that gap is indirect and overstates the effect.
- Mobile electrons at the depletion edge, which screen the donors and widen the barrier: 1.46.
- Direct solution of the wave equation, with a model metal of free-electron mass and 5 eV kinetic energy along $x$ at the Fermi level: 0.43. The value depends on the metal: 10 eV gives 0.52, and 1.3 eV, which is what remains of 5 eV once the transverse momentum of the light valleys is carried into the metal, gives 0.42.

The factors need not multiply, since each effect changes the barrier or the transmission on which the others act. The last one shows that WKB gives no reliable prefactor here. Most of it comes from the abrupt metal face. Matching the waves there multiplies the transmission by $4v_mv_s/(v_m^2+v_s^2)$, where $v_m$ is the electron's velocity in the metal and $v_s=\sqrt{2(E_b-E)/m}$ belongs to the decaying wave. This factor is close to 2 here. The bulk side of the barrier is not semiclassical either, since the Fermi energy of 63 meV is well below the oscillator quantum $2E_{00}=249$ meV. In the WKB model without image force, the two heavy valleys add only 0.2% to the conductance at this doping, but 13% at $10^{17}\ \mathrm{cm^{-3}}$.

Real silicide contacts on silicon doped near $10^{20}\ \mathrm{cm^{-3}}$ have resistivities of very roughly $10^{-8}$ to $10^{-7}$ Ω cm², and the model's $4\times10^{-8}$ lies in that range. The image force and the wave solution each roughly halve $\rho$, the two-band dispersion lowers it slightly, and the mobile electrons raise it by about half. If the factors did multiply, they would lower $\rho$ about fourfold, to the lower edge of that range. The comparison therefore shows rough consistency and is no test of the model. Real junctions also break the assumption of uniform doping: the depletion width is 2.9 nm and the mean dopant spacing 2.2 nm, so the barrier varies from place to place. That effect has not been sized here. The peak field of 4.5 MV/cm is very high, but the whole band bending of 0.66 eV is smaller than the gap, so an electron crossing the layer at zero bias cannot gain enough energy for impact ionization.

For contact design within field emission, more active doping and a lower barrier both reduce $\rho$ mainly through the exponent $G(\zeta)$, whose leading term is proportional to $\phi/\sqrt N$. At fixed $N=10^{20}\ \mathrm{cm^{-3}}$, the barrier rate in (g) is $0.951/(0.1245\ \mathrm{eV})$, so lowering $\phi$ by 50 meV reduces $e^{G(\zeta)}$ by a factor of about 1.5. The benefit of doping requires that the added donors are ionized and leave $\phi$ unchanged. The remaining computed values are in the numerical output.

## Table of computed values

```
barrier phi = 0.60 eV, relative permittivity = 11.7
masses: long 0.98, trans 0.19, gap 1.12 eV
m_R = 1.726 m0, density-of-states mass = 1.084 m0
T = 300 K, kT = 25.85 meV
N = 1e+17 cm^-3: E00 = 3.94 meV, E00/kT = 0.152
  zeta = -145.9 meV, E0 = 26.05 meV
  mean energy above Fermi level = 591 meV
  rho full integral = 5.644e+00 ohm cm^2
  rho thermionic = 1.663e+01 ohm cm^2
  rho thermionic-field = 6.524e+00 ohm cm^2
N = 1e+18 cm^-3: E00 = 12.45 meV, E00/kT = 0.482
  zeta = -86.1 meV, E0 = 27.82 meV
  mean energy above Fermi level = 491 meV
  rho full integral = 6.388e-01 ohm cm^2
  rho thermionic = 1.663e+01 ohm cm^2
  rho thermionic-field = 6.207e-01 ohm cm^2
N = 1e+19 cm^-3: E00 = 39.38 meV, E00/kT = 1.523
  zeta = -23.7 meV, E0 = 43.31 meV
  mean energy above Fermi level = 161 meV
  rho full integral = 2.778e-04 ohm cm^2
  rho thermionic = 1.663e+01 ohm cm^2
  rho thermionic-field = 2.540e-04 ohm cm^2
N = 1e+20 cm^-3: E00 = 124.53 meV, E00/kT = 4.817
  zeta = 63.4 meV, E0 = 124.54 meV
  mean energy above Fermi level = 8 meV
  rho full integral = 3.905e-08 ohm cm^2
  rho field emission = 3.664e-08 ohm cm^2
At N = 1e20 cm^-3:
  phi/E00 = 4.818, G(zeta) = 4.128
  G(zeta) from small-zeta form = 4.148
  c kT = 0.382, field-emission bound on E00/kT = 1.842
  slope of ln rho against phi/E00, 300 K = 1.139
zero-T slope: 1e18 cm^-3 1.0280, 1e17 cm^-3 1.0090
rho at 2e20 cm^-3 = 7.139e-09 ohm cm^2
fall of rho 1e20 to 2e20: full 5.47, law 4.10
rho(400 K)/rho(300 K) at 1e17 = 0.0033
rho(400 K)/rho(300 K) at 1e20 = 0.858
Neglected effects at 1e20 cm^-3 (rho with effect / rho without):
  image force 0.479
  two-band dispersion in gap 0.519
  mobile electrons at depletion edge 1.455
  exact wave, metal kinetic 5 eV: 0.434
heavy/light valley conductance: 1e17 0.132, 1e20 0.0018
depletion width at 1e20 = 2.93 nm
mean dopant spacing at 1e20 = 2.15 nm
peak field at 1e20 = 4.53 MV/cm
```
